# Why semilocal functionals miss the exponential polarizability of stretched H2+

## The decision at stake

Before computing the polarizability of a system in which an electron is shared between distant sites, one must decide whether a semilocal functional will do or whether exact exchange or a self-interaction correction is needed. Stretched H$_2^+$ shows the mechanism in its simplest case, one electron shared between two bare protons; for larger or screened sites the size of the error must be worked out from their own charge curvature. At a proton distance of 10 bohr the polarizability along the axis, computed in the finite basis described below, is about 72 800 bohr$^3$; the local spin-density approximation (LSDA) gives 147 and PBE gives 137. A larger basis will not repair this, because the fault lies in one term of the response equation.

**Conventions.** Atomic units are used. The protons are clamped at $z=\mp R/2$ (sites A and B), and the electron is fully spin-polarized. A static uniform field adds the energy $+Fz$, and $\alpha=-d\langle z\rangle/dF$ at $F=0$. The lowest even and odd states are $g$ and $u$, with gap $\Delta=E_u-E_g$.

## Contribution 1: the closing gap

Second-order perturbation theory gives $E^{(2)}=-F^2\sum_k|\langle k|z|g\rangle|^2/(E_k-E_g)$. Setting this equal to $-\tfrac12\alpha F^2$ and keeping the state $u$, whose denominator closes, gives

$$\alpha\simeq\frac{2d^2}{\Delta},\qquad d=|\langle g|z|u\rangle| .$$

Define localized states $\phi_{A,B}=(g\pm u)/\sqrt2$. Since $\langle g|z|g\rangle=\langle u|z|u\rangle=0$ by parity, $\langle\phi_A|z|\phi_A\rangle=\langle g|z|u\rangle$. Hence $d$ is the distance of the localized electron from the midpoint, close to $R/2$, and

$$\alpha\simeq\frac{R^2}{2\Delta}.$$

The gap follows from the tail of $\phi_A$ at the midplane. With $\bar E=(E_g+E_u)/2$,

$$H\phi_A=\bar E\phi_A-\tfrac{\Delta}{2}\phi_B,\qquad H\phi_B=\bar E\phi_B-\tfrac{\Delta}{2}\phi_A .$$

Multiply the first equation by $\phi_B$ and the second by $\phi_A$, subtract, and integrate over $z<0$. The right side is $\tfrac{\Delta}{2}\int_{z<0}(\phi_A^2-\phi_B^2)\simeq\Delta/2$. On the left the potential cancels, and Green's theorem turns the kinetic part into $-\tfrac12\int_{z=0}(\phi_B\partial_z\phi_A-\phi_A\partial_z\phi_B)\,dS$. By reflection, $\phi_B=\phi_A$ and $\partial_z\phi_B=-\partial_z\phi_A$ on the plane, so

$$\Delta\simeq-2\int_{z=0}\phi_A\,\partial_z\phi_A\,dS .$$

Now write $\phi_A=\chi(r)e^{-r}/\sqrt\pi$ near the axis, with $r$ measured from A and energy $-\tfrac12-1/R$. Because $-\tfrac12\nabla^2e^{-r}=(-\tfrac12+1/r)e^{-r}$, the Schrödinger equation becomes

$$-\tfrac12\nabla^2\chi+\chi'-\frac{\chi}{R-r}=-\frac{\chi}{R}.$$

The factor $\chi$ varies over lengths of order $R$, so $\nabla^2\chi$ is dropped. Integrating from $\chi(0)=1$ gives $\chi=\frac{R}{R-r}e^{-r/R}$, so $\chi^2=4/e$ at $r=R/2$. The part of the plane that matters has a radius of order $\sqrt R\ll R$, where $\partial_z\phi_A\simeq-\phi_A$. With $dS=2\pi r\,dr$,

$$\Delta\simeq2\cdot\frac4e\cdot\frac1\pi\int_{R/2}^{\infty}e^{-2r}\,2\pi r\,dr=\frac{16}{e}\left(\frac R4+\frac14\right)e^{-R}\simeq\frac4e\,R\,e^{-R}.$$

The term $\tfrac14$ is dropped along with other corrections of relative order $1/R$. The exact polarizability therefore grows as $\tfrac{e}{8}Re^{R}$.

## Contribution 2: the kernel beside the gap

In Kohn–Sham theory the density change alters the potential. Let the orbital become $\phi_g+\sum_ax_a\phi_a$, renormalized, with real $x_a$ and odd virtual orbitals $\phi_a$. To second order the energy change has three parts:

- The expectation value of the unperturbed Kohn–Sham Hamiltonian rises by $\sum_ax_a^2(\varepsilon_a-\varepsilon_g)$.
- The first-order density $\delta n=2\phi_g\sum_ax_a\phi_a$ costs $\tfrac12\iint\delta n\,f\,\delta n'$, where $f=1/|\mathbf r-\mathbf r'|+f_{xc}$.
- The field contributes $2F\sum_ax_ad_a$, with $d_a=\langle\phi_a|z|\phi_g\rangle$.

With $K_{ab}=\iint\phi_g\phi_a\,f\,\phi_g'\phi_b'$, the sum is

$$E^{(2)}=x^TMx+2F\,x^Td,\qquad M_{ab}=(\varepsilon_a-\varepsilon_g)\delta_{ab}+2K_{ab}.$$

Its minimum is $x=-FM^{-1}d$. Since $\langle z\rangle=2x^Td$, this gives $\alpha=2d^TM^{-1}d$. Keeping the lowest odd orbital,

$$\alpha\simeq\frac{2d_u^2}{\Delta_s+2K_{uu}},$$

where $\Delta_s$ is the Kohn–Sham gap. The curvature $2K_{uu}$ is added to the gap.

For the exact functional, $E_H+E_{xc}=0$ for every fully polarized one-electron density. The perturbed density is of this kind, so the second variation vanishes, $K=0$, and $\Delta_s=\Delta$. The exponential law survives because the Hartree kernel is completely cancelled.

## Contribution 3: the self-Hartree curvature

At large $R$, $\phi_g\phi_u=\tfrac12(\phi_A^2-\phi_B^2)$: the response moves charge from one atom to the other. The Hartree part of $2K_{uu}$ is then

$$2\cdot\tfrac14\left(J_{AA}+J_{BB}-2J_{AB}\right)=J-\frac1R ,$$

where $J$ is the repulsion of one atomic density with itself and $J_{AB}\simeq1/R$. For a 1s density, Gauss's law gives the potential $1/r-e^{-2r}(1+1/r)$, so

$$J=\langle1/r\rangle-4\int_0^\infty e^{-4r}(r^2+r)\,dr=1-4\left(\tfrac1{32}+\tfrac1{16}\right)=\tfrac58 .$$

This is a large fraction of a hartree, and it does not vanish with distance. The electron is charged for repelling itself, and the charge is least when it is spread evenly over both atoms. That makes the even distribution stiff.

## Contribution 4: what semilocal xc gives back

A semilocal $E_{xc}$ of two separated densities is a sum of atomic terms. Its kernel has no A–B element, so it cannot cancel $-1/R$; it can act on the on-site $J$ alone.

Dirac exchange shows how far that goes. For a fixed orbital shape holding $q$ electrons, $E_H=\tfrac12Jq^2$ and $E_x=-Bq^{4/3}$. Suppose the exchange energy were perfect for the whole atom, $B=J/2$. The curvature at $q=\tfrac12$ would be

$$\frac{d^2E_x}{dq^2}=-\frac49\cdot\frac J2\cdot2^{2/3}\simeq-0.35\,J .$$

Perfect cancellation of the energy at $q=1$ would still leave about 65% of the curvature at $q=\tfrac12$.

## Contribution 5: orbital relaxation

The atoms also change shape as they gain or lose charge. Let $e(q)$ be the self-consistent energy of one hydrogen atom with $q$ electrons, and let $q_{B,A}=(1\pm p)/2$. Between the atoms, the nuclear repulsion $1/R$, the attractions $-(q_A+q_B)/R=-1/R$ and the electron repulsion add up to $q_Aq_B/R$. Therefore

$$E(p)=e(q_A)+e(q_B)+\frac{1-p^2}{4R}-\frac{\Delta_s}{2}\sqrt{1-p^2}+\frac{FRp}{2}.$$

The square root is the hopping energy: for amplitudes $c_A,c_B$ with $c_B^2-c_A^2=p$, it is $-\Delta_sc_Ac_B$ and $2c_Ac_B=\sqrt{1-p^2}$. Using $\Delta_s$ there includes the first-order effect of the Hartree-xc potential on the small overlap density.

With $\eta=e''(\tfrac12)$, the four field-free terms contribute $\eta/4$, $\eta/4$, $-1/(2R)$ and $\Delta_s/2$ to $E''(0)$. Minimization gives $p=-(FR/2)/E''(0)$, and $\alpha=-(R/2)\,p/F$, so

$$\boxed{\alpha_{\text{semilocal}}\simeq\frac{R^2}{2\left(\Delta_s+\eta-1/R\right)}}$$

Relaxation can lower $\eta$ but not raise it: the relaxed energy lies on or below the fixed-shape energy and touches it at $q=\tfrac12$. The formula leaves out the polarization of each atom at fixed charge.

## Weighing the terms

The numbers come from Gaussian bases with 11 s, 6 p and 2 d shells per atom (s shells alone for the fractional atom). LSDA here means Dirac exchange with VWN correlation. "Exact" means the one-electron Hamiltonian in this basis, without nuclear motion or relativity. The molecular polarizabilities solve the full equation with $M$; $\eta$ is a finite difference of atomic energies. The exact values depend on the tail of the orbital, and this basis slightly underestimates the gap. At the basis-set limit $\Delta=6.78\times10^{-4}$ hartree at 10 bohr, and the exact polarizabilities at 8, 10 and 12 bohr are 7780, 72 400 (10 700 Å$^3$) and 645 000 bohr$^3$, lower than the values below by 0.15%, 0.6% and 1%. The growth from 8 to 12 bohr is then 83-fold. The LSDA values with the kernel do not move in the digits shown, and those without it move by less than 0.4%.

For LSDA at $R=10$ bohr, the denominator builds up as follows:

| Term | Value (hartree) | $R^2/(2\times\text{running sum})$ (bohr$^3$) |
|---|---|---|
| $\Delta_s$ | 0.0003 | about 155 000 |
| Hartree, $0.669-0.100$ | +0.569 | 88 |
| xc | −0.209 | 139 |
| relaxation | −0.017 | 146 |

The full calculation gives 147 bohr$^3$. The Hartree term does the damage, xc returns 31% of its on-site part, and relaxation is a small correction. The gap has become irrelevant.

The dependence on distance, with $\alpha$ in bohr$^3$:

| $R$ (bohr) | exact | LSDA | boxed law | LSDA, $K=0$ |
|---|---|---|---|---|
| 4 | 70.1 | 27.5 | 28.8 | 88.3 |
| 6 | 780 | 62.0 | 61.8 | 1170 |
| 8 | 7790 | 100.9 | 99.9 | 14 000 |
| 10 | 72 800 | 147.1 | 145.6 | 154 000 |
| 12 | 652 000 | 201.9 | 200.2 | 1 590 000 |

The last column identifies the cause. Without the kernel, LSDA orbitals also give exponential growth, so the Kohn–Sham gap does close. It is even smaller than the exact one-electron gap in the same basis: $3.2\times10^{-4}$ against $6.7\times10^{-4}$ hartree at 10 bohr. The cause of this difference is not examined here.

From 8 to 12 bohr the exact value grows 84-fold and the LSDA value 2.0-fold. Pure $R^2$ growth would give 2.25. The difference arises because $\eta-1/R$ itself rises, from 0.318 to 0.360 hartree. The semilocal polarizability thus does not saturate; it tends to $R^2/(2\eta)$.

PBE does no better, although its atom has $e(1)=-0.5000$ hartree, against $-0.4786$ for LSDA ($-0.4787$ at the basis-set limit). Its $\eta$ is 0.468 hartree, against 0.443. A good energy at $q=1$ does not imply a small curvature at $q=\tfrac12$.

In other units, the values at 10 bohr are 10 800 Å$^3$ (exact), 21.8 Å$^3$ (LSDA) and 20.3 Å$^3$ (PBE).

## How little self-interaction is enough

Multiply the whole Hartree-xc energy by $\lambda$, so that $\lambda=0$ is the exact problem. For small $\lambda$ the exact orbitals may be kept, and

$$\alpha(\lambda)\simeq\frac{2d^2}{\Delta+\lambda W}.$$

At 10 bohr, $d=4.954$ bohr, $\Delta=6.74\times10^{-4}$ hartree, and the LSDA curvature on the exact orbitals is $W=0.327$ hartree. For $\lambda=0.01$ the denominator is $0.000674+0.003274\simeq0.00395$ hartree, so $\alpha\simeq49.1/0.00395\simeq12\,400$ bohr$^3$. The self-consistent calculation gives 12 450 in this basis (12 430 at the basis-set limit). One per cent of the error removes five sixths of the polarizability. Half is lost at $\lambda=\Delta/W\simeq0.002$, and this threshold shrinks exponentially with $R$.

This also decides the case of a global hybrid. For one electron, exact exchange is $-E_H$, so a fraction $a$ of it leaves

$$E_{Hxc}=(1-a)(E_H+E_x^{\text{sl}})+E_c^{\text{sl}},$$

where "sl" marks the semilocal parts. If the remaining curvature is positive at large $R$, it eventually exceeds the gap and the exponential growth is lost. If it is negative, the response denominator passes through zero as the gap closes, and beyond that distance the evenly shared density is unstable. Hartree–Fock, with $a=1$ and no correlation, has no remaining curvature and is correct for this one-electron system. That does not make it reliable for many electrons.

## Finite fields and the energy error

The exact linear regime is narrow. Without Hartree-xc terms, minimizing $E(p)$ gives $p=-FR/\sqrt{\Delta^2+F^2R^2}$, so linearity requires $FR\ll\Delta$. At 10 bohr and $F=10^{-3}$ atomic units, the exact electron is almost entirely on one atom, $|p|\simeq0.998$. The LSDA linear response gives $|p|=2\alpha F/R\simeq0.03$. A finite-field calculation of the exact $\alpha$ must therefore use $F\ll\Delta/R\simeq7\times10^{-5}$.

The same curvature distorts the dissociation energy. At infinite separation, placing the electron on one atom or sharing it should cost the same. LSDA instead favours sharing by $e(1)-2e(\tfrac12)=0.100$ hartree. The parabola with curvature $\eta/2$ predicts $\eta/4=0.111$ hartree between $p=0$ and $p=1$, so the energy error and the missing polarizability are two readings of one curve, $e(q)$. It is convex around $q=\tfrac12$, but not everywhere: as $q\to0$ the exchange curvature $-\tfrac49Bq^{-2/3}$ grows without bound and overtakes $J$, so the parabola is only an estimate near $|p|=1$.
